# The rank-four rotational average and the Rayleigh depolarization ratio

Let $i,j,k,l$ label Cartesian axes $X,Y,Z$ fixed in the laboratory, and $a,b,c,d$ label axes $x,y,z$ fixed in a molecule. The number $l_{ia}$ is the cosine of the angle between laboratory axis $i$ and molecular axis $a$. Repeated indices are summed. Since both sets of axes are orthonormal and right-handed, the matrix $l$ is a rotation, and

$$l_{ia}l_{ib}=\delta_{ab},\qquad l_{ia}l_{ja}=\delta_{ij}.$$

Angular brackets denote the average over uniformly distributed orientations. Uniform means that turning every molecule by the same further rotation leaves the distribution unchanged.

The molecule has a polarizability $\alpha_{ab}$, real and symmetric under conditions given below. Two invariants describe it, the mean $\alpha$ and the squared anisotropy $\gamma^2$:

$$\alpha=\tfrac13\alpha_{aa},\qquad \gamma^2=\tfrac12\left(3Q-9\alpha^2\right),\qquad Q=\alpha_{ab}\alpha_{ab}.$$

In principal axes, with principal values $\alpha_1,\alpha_2,\alpha_3$, the second definition reads $\gamma^2=\frac12[(\alpha_1-\alpha_2)^2+(\alpha_2-\alpha_3)^2+(\alpha_3-\alpha_1)^2]$. This shows that $\gamma^2$ is not negative and vanishes when the three values are equal. For an axial molecule $\gamma$ is, up to sign, the difference between the polarizabilities along and across the axis.

Light with real unit polarization vector $\mathbf e$ is scattered, and an analyzer passes the real polarization $\mathbf e'$. Let the light travel along $X$ with $\mathbf e$ along $Z$, and let the detector look along $Y$. The analyzer can then be set parallel to $\mathbf e$ (along $Z$) or perpendicular to it (along $X$). The depolarization ratio is $\rho=I_\perp/I_\parallel$.

To find what must be averaged, take the electric-dipole coupling $-\boldsymbol\mu\cdot\mathbf E(\mathbf r)$ of a molecule at $\mathbf r$ to the quantized field in a volume $V$. A mode of wave vector $\mathbf k$ and frequency $\omega$ contributes

$$\mathbf E(\mathbf r)=i\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}}\;\mathbf e\left(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

Initially the incident mode holds $N$ photons and the scattered mode $(\mathbf k',\mathbf e')$ none. Finally one photon has moved from the first to the second, while the molecule is back in its ground state, whose energy is set to zero. Each photon change needs one action of the coupling, so the leading amplitude is of second order,

$$\mathcal M=\sum_r\frac{\langle f|H_{\rm int}|r\rangle\langle r|H_{\rm int}|i\rangle}{E_i-E_r}.$$

There are two orderings. If absorption comes first, the intermediate state has the molecule in state $s$ and one photon fewer, so $E_i-E_r=-(E_s-\hbar\omega)$. If emission comes first, there is one photon more, and $E_i-E_r=-(E_s+\hbar\omega)$. The two minus signs of the coupling cancel, and the field factors $i$ and $-i$ multiply to $+1$. Absorption supplies $\sqrt N$. Hence

$$\mathcal M=-\frac{\hbar\omega\sqrt N}{2\varepsilon_0V}\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}\,e'_i\,\alpha_{ij}\,e_j,$$

$$\alpha_{ij}=\sum_s\left[\frac{\mu_i^{0s}\mu_j^{s0}}{E_s-\hbar\omega}+\frac{\mu_j^{0s}\mu_i^{s0}}{E_s+\hbar\omega}\right].$$

The term $s=0$ cancels between the two orderings. For a nondegenerate ground state with real wave functions $\mu_i^{0s}=\mu_i^{s0}$, so the tensor is symmetric. It is also real as long as $\hbar\omega$ stays far enough from every excitation energy for the level widths to be neglected.

The scattering rate is proportional to $|\mathcal M|^2$. For many molecules the amplitudes add before squaring, and the product of the amplitudes of molecules $m$ and $n$ carries the phase factor $e^{i(\mathbf k-\mathbf k')\cdot(\mathbf r_m-\mathbf r_n)}$. In a dilute gas the positions are independent and random, and away from the forward direction this factor averages to zero for $m\ne n$. The intensity is then the number of molecules times the mean one-molecule intensity. At fixed frequency and direction the prefactors are the same for both analyzer settings, so what matters is

$$I(\mathbf e',\mathbf e)\propto\langle(e'_i\alpha_{ij}e_j)^2\rangle .$$

The laboratory components are $\alpha_{ij}=l_{ia}l_{jb}\alpha_{ab}$, and the square therefore contains four direction cosines:

$$\langle(e'_i\alpha_{ij}e_j)^2\rangle=e'_ie_je'_ke_l\,\langle l_{ia}l_{jb}l_{kc}l_{ld}\rangle\,\alpha_{ab}\alpha_{cd}.\tag{1}$$

Fix $a,b,c,d$ and regard the average as a tensor $T_{ijkl}$ in the laboratory indices. A further laboratory rotation $R$ replaces $l$ by $Rl$ and leaves the average unchanged, so $T_{ijkl}=R_{ip}R_{jq}R_{kr}R_{ls}T_{pqrs}$ for every $R$. Such a tensor is called isotropic, and its form can be found from a few chosen rotations.

A half turn about $Z$ reverses $X$ and $Y$. It multiplies a component by $(-1)^{n_X+n_Y}$, where $n_X$ is the number of times the label $X$ occurs among the four indices, and so on. A nonzero component therefore needs $n_X+n_Y$ even, and half turns about the other axes require the same of the other two sums. All three numbers then have the same parity. They cannot all be odd, because their sum is four and three odd numbers have an odd sum. Each label thus occurs an even number of times: either one label four times, or two labels twice each.

A quarter turn about an axis exchanges the other two labels, with a sign for one of them. That sign occurs an even number of times and drops out. Quarter turns about the three axes generate all permutations of the labels. Four constants remain, for any $p\neq q$ and without summation:

$$A=T_{ppqq},\quad B=T_{pqpq},\quad C=T_{pqqp},\quad D=T_{pppp}.$$

With $\kappa_{ijkl}=1$ when all four indices are equal and zero otherwise, this is the same as

$$T_{ijkl}=A\,\delta_{ij}\delta_{kl}+B\,\delta_{ik}\delta_{jl}+C\,\delta_{il}\delta_{jk}+(D-A-B-C)\,\kappa_{ijkl}.$$

Now contract all four indices with one unit vector $\mathbf u$. The result must not depend on the direction of $\mathbf u$, since a rotation carries any unit vector into any other. The first three terms give $A+B+C$ for every $\mathbf u$. The last gives its coefficient times $u_X^4+u_Y^4+u_Z^4$, which is $1$ for $\mathbf u$ along $X$ but $\frac12$ for $\mathbf u=(1,1,0)/\sqrt2$. Its coefficient must vanish. The term $\kappa$ is allowed in a cubic environment, and it is the turn by 45 degrees that removes it.

Collect the surviving products, and their molecular counterparts, in two columns:

$$f=\begin{pmatrix}\delta_{ij}\delta_{kl}\\ \delta_{ik}\delta_{jl}\\ \delta_{il}\delta_{jk}\end{pmatrix},\qquad
g=\begin{pmatrix}\delta_{ab}\delta_{cd}\\ \delta_{ac}\delta_{bd}\\ \delta_{ad}\delta_{bc}\end{pmatrix}.$$

The average equals $f^{T}c$, where the three coefficients $c$ depend on $a,b,c,d$. They follow from contracting the average with each element of $f$. With the first element, orthogonality gives $l_{ia}l_{ib}l_{kc}l_{kd}=\delta_{ab}\delta_{cd}$, which holds for each orientation and so also for the average. The second gives $l_{ia}l_{jb}l_{ic}l_{jd}=\delta_{ac}\delta_{bd}$, and the third gives $\delta_{ad}\delta_{bc}$ in the same way. These are the elements of $g$.

On the other side stand the contractions of the elements of $f$ with one another. An element with itself gives $\delta_{ii}\delta_{kk}=9$. Two different elements give a single closed chain, for example $\delta_{ij}\delta_{kl}\delta_{ik}\delta_{jl}=\delta_{ii}=3$. Therefore

$$S\,c=g,\qquad S=\begin{pmatrix}9&3&3\\3&9&3\\3&3&9\end{pmatrix}=6\,\mathbb 1+3U,$$

where $U$ is the matrix with all elements equal to one, and $U^2=3U$. Try an inverse $x\mathbb 1+yU$. The product is $6x\,\mathbb 1+(3x+6y+9y)U$, so $x=\frac16$ and $y=-x/5=-\frac1{30}$. The result is

$$\langle l_{ia}l_{jb}l_{kc}l_{ld}\rangle=f^{T}Mg,\qquad
M=\frac1{30}\begin{pmatrix}4&-1&-1\\-1&4&-1\\-1&-1&4\end{pmatrix}.\tag{2}$$

The negative elements express the orthogonality of the axes. For $\langle l_{Xx}l_{Xy}l_{Yx}l_{Yy}\rangle$ one has $f=(1,0,0)$ and $g=(0,1,0)$, so the average is $-\frac1{30}$. For $\langle l_{Xx}^2l_{Yx}^2\rangle$ one has $f=(1,0,0)$ and $g=(1,1,1)$, which gives $\frac2{30}=\frac1{15}$. Multiplying the identity $l_{Xx}l_{Yx}+l_{Xy}l_{Yy}+l_{Xz}l_{Yz}=0$ by $l_{Xx}l_{Yx}$ and averaging requires $\frac1{15}-\frac1{30}-\frac1{30}=0$, as found. When all four cosines are equal, $f=g=(1,1,1)$, and the sum of all elements of $M$ gives $\langle l_{Zz}^4\rangle=\frac15$.

Insert (2) into (1). The polarization vectors turn $f$ into $(q,1,q)$ with $q=(\mathbf e'\cdot\mathbf e)^2$, because $\delta_{ik}\delta_{jl}$ pairs each unit vector with itself. The polarizabilities turn $g$ into $(9\alpha^2,Q,Q)$, where the last entry, $\alpha_{ab}\alpha_{ba}$, equals $Q$ by symmetry. The definition of $\gamma^2$ gives $Q=3\alpha^2+\frac23\gamma^2$.

For the parallel setting $q=1$, and $(1,1,1)M=\frac1{15}(1,1,1)$. Hence

$$I_\parallel\propto\frac{9\alpha^2+2Q}{15}=\frac{15\alpha^2+\frac43\gamma^2}{15}=\frac{45\alpha^2+4\gamma^2}{45}.$$

For the perpendicular setting $q=0$, and $(0,1,0)M=\frac1{30}(-1,4,-1)$. Hence

$$I_\perp\propto\frac{-9\alpha^2+4Q-Q}{30}=\frac{3Q-9\alpha^2}{30}=\frac{\gamma^2}{15}=\frac{3\gamma^2}{45}.$$

The common factor cancels in the quotient:

$$\boxed{\rho=\frac{I_\perp}{I_\parallel}=\frac{3\gamma^2}{45\alpha^2+4\gamma^2}}\tag{3}$$

The mean polarizability is absent from the numerator because an isotropic molecule acquires a dipole parallel to the field and sends no light through a crossed analyzer. An anisotropic molecule acquires a dipole that is in general tilted from the field. The sideways component has either sign and averages to zero, but its square does not.

The geometry matters. The contraction is linear in $q$, so the two results above fix it for any pair of real polarizations:

$$\langle(e'_i\alpha_{ij}e_j)^2\rangle=\frac{\gamma^2}{15}+(\mathbf e'\cdot\mathbf e)^2\left(\alpha^2+\frac{\gamma^2}{45}\right).$$

If the detector looks at an angle $\Theta$ to $\mathbf e$, the largest available $(\mathbf e'\cdot\mathbf e)^2$ is $\sin^2\Theta$, since $\mathbf e'$ must be transverse to the scattered ray. For $\gamma\neq0$ the ratio of the crossed setting ($q=0$) to this brightest setting ($q=\sin^2\Theta$) then rises above (3), and it reaches one when the detector looks along $\mathbf e$. Equation (3) belongs to $\Theta=90^\circ$.

With $t=\gamma^2/\alpha^2$, equation (3) becomes $\rho=3t/(45+4t)$, which increases with $t$. For weak anisotropy it is close to $t/15$. For a traceless tensor, $\alpha=0$, it has its largest value, $\frac34$. A molecule in its ground state, with light below its first excitation energy, cannot come near that value. For any real unit vector $\mathbf u$,

$$u_i\alpha_{ij}u_j=\sum_{s\neq0}\frac{2E_s\,(\mathbf u\cdot\boldsymbol\mu^{0s})^2}{E_s^2-\hbar^2\omega^2}\ge0,$$

so no principal value is negative. The sum of their squares then cannot exceed the square of their sum, that is, $Q\le9\alpha^2$. It follows that $\gamma^2\le\frac12(27-9)\alpha^2=9\alpha^2$, and

$$\rho\le\frac{27}{45+36}=\frac13 .$$

Equality holds for a rod that can be polarized along one axis alone.

Unpolarized incident light gives a different ratio. Travelling along $X$, it is an equal incoherent mixture of polarizations along $Y$ and $Z$. Along the viewing direction $Y$, an analyzer set to $Z$ receives $\frac12(I_\parallel+I_\perp)$, and one set to $X$ receives $\frac12(I_\perp+I_\perp)$. The ratio is

$$\rho_{\rm u}=\frac{2I_\perp}{I_\parallel+I_\perp}=\frac{6\gamma^2}{45\alpha^2+7\gamma^2}.\tag{4}$$

So far each molecule has had a definite orientation, whereas a free molecule occupies rotational states. Suppose the rotational energies are small compared with $\hbar\omega$ and with every $E_s-\hbar\omega$ for $s\neq0$. They can then be dropped from the energy denominators, the sum over intermediate rotor states closes by completeness, and the amplitude between two rotor states is the matrix element of $O=e'_i\alpha_{ij}e_j$, the fixed-orientation expression found above, now an operator that depends on the orientation. If the detector accepts all rotational lines, and their small frequency shifts are neglected in the prefactors, completeness of the final rotor states gives

$$\sum_f|\langle f|O|i\rangle|^2=\langle i|O^2|i\rangle .$$

When the $2J+1$ sublevels $M$ of each level are equally populated, the distribution of orientations is unchanged by laboratory rotations, and is therefore uniform. The orientation average is thus justified for a quantum rotor as well.

Take a linear molecule, whose rotational levels are labelled by $J$ alone. A filter that passes the unshifted line $J\to J$ and rejects the others changes the ratio. Split the polarizability as $\alpha_{ij}=\alpha\delta_{ij}+\beta_{ij}$ with $\beta$ traceless. The first part does not depend on orientation and contributes to the unshifted line alone. For the second part, the sum over initial and final sublevels of $\langle JM|\beta_{kl}|J'M'\rangle\langle J'M'|\beta_{ij}|JM\rangle$ is an isotropic tensor of rank four, so it has the form $A\delta_{ij}\delta_{kl}+B\delta_{ik}\delta_{jl}+C\delta_{il}\delta_{jk}$. Symmetry in $i,j$ requires $B=C$, and zero trace requires $3A+B+C=0$. One constant is left. Each line therefore carries the same share $b$ of the anisotropic light in both analyzer settings. The cross term between the two parts contains $\sum_M\langle JM|\beta_{ij}|JM\rangle$, an isotropic tensor of rank two. Such a tensor is a multiple of $\delta_{ij}$, and with zero trace it vanishes. With $b$ the share of the line $J\to J$,

$$\rho_{J\to J}=\frac{3b\gamma^2}{45\alpha^2+4b\gamma^2}.\tag{5}$$

As an example take N$_2$ with a bond length of 1.10 Å and light of wavelength 500 nm. The excitation energies and transition dipoles in the sum over states were computed by time-dependent Hartree–Fock theory in the aug-cc-pVDZ basis. The photon energy is 0.091 hartree and the lowest singlet excitation in this model lies at 0.29 hartree. That state has no transition dipole from the ground state, and the first one that does lies at 0.52 hartree, so the light is well below resonance. In atomic units the polarizability is 9.685 across the axis and 15.277 along it. Therefore

$$\alpha=\frac{2(9.685)+15.277}{3}=11.549,\qquad \gamma^2=(15.277-9.685)^2=31.27 .$$

The mean corresponds to a polarizability volume of 1.71 Å$^3$. Equation (3) gives

$$\rho=\frac{3(31.27)}{45(11.549)^2+4(31.27)}=\frac{93.8}{6002+125}=0.0153 .$$

In this model the polarizability along the axis is more than one and a half times that across it, yet the crossed analyzer passes about 1.5 per cent of the parallel intensity. The reason is visible in the denominator, where the isotropic term, 6002, far outweighs the anisotropic one, 125. For unpolarized light, (4) gives 0.0302, nearly twice as much.

The static polarizability from the same model gives $\rho=0.0148$. Between zero frequency and 500 nm the difference between the two principal values grows from 5.39 to 5.59, or by 3.7 per cent, while the mean grows from 11.33 to 11.55, or by 1.9 per cent. Since $\rho$ is nearly proportional to $(\gamma/\alpha)^2$, it rises by about twice the difference of these percentages.

For molecules starting in $J=8$, the matrix elements of $\beta$ between spherical harmonics, evaluated by numerical quadrature, divide the perpendicular light into shares of 0.329, 0.253 and 0.418 for the lines to $J=6$, 8 and 10. With $b=0.253$, equation (5) gives 0.0039, about a quarter of the value for all lines together. A measured ratio thus has a meaning only together with the width of the filter.

These numbers describe a model with a fixed bond length. Electron correlation and vibration are left out, and the basis is incomplete. Neither the basis nor the correlation effect is negligible. In the larger aug-cc-pVTZ basis the same theory gives 9.98 across and 15.44 along the axis, and $\rho$ falls from 0.0153 to 0.0140, by about 8 per cent. Correlation at the CCSD(T) level in aug-cc-pVDZ changes the static values from 9.53 and 14.93 to 10.08 and 14.93, so their ratio drops from 1.57 to 1.48 and the static $\rho$ from 0.0148 to 0.0113, by about a quarter. The digits quoted above therefore belong to the model, which overestimates the ratio. Because the isotropic term dominates the denominator here, $\rho$ is nearly proportional to $(\gamma/\alpha)^2$, and a relative error in the anisotropy appears about doubled in the ratio, as does one in the mean, with the opposite sign.
